# Squared-logarithm binding of a donor in a very strong magnetic field

A natural guess for a donor in a strong magnetic field is that the electron sits about one magnetic length $l$ from the ion, so that its binding is about $e^2/(4\pi\varepsilon l)$ and grows as $\sqrt B$. This law is wrong. The field squeezes the orbit only across its own direction; along the field the electron stays free to spread, and confining it to the length $l$ would cost kinetic energy of order $\hbar^2/(ml^2)$. At large fields the binding grows instead as the square of a logarithm of $B$.

## Setting

An electron of charge $-e$ and isotropic mass $m$ moves around a fixed charge $+e$ in a medium of static permittivity $\varepsilon$, with $\mathbf B=B\hat z$ and $\mathbf A=\tfrac12\mathbf B\times\mathbf r$:

$$H=\frac{(\mathbf p+e\mathbf A)^2}{2m}-\frac{e^2}{4\pi\varepsilon r}.$$

Define

$$a=\frac{4\pi\varepsilon\hbar^2}{me^2},\quad R=\frac{\hbar^2}{2ma^2},\quad l=\sqrt{\frac{\hbar}{eB}},\quad \omega=\frac{eB}{m},\quad g=\frac{a^2}{l^2}=\frac{\hbar\omega}{2R}.$$

The binding $E_b$ is the distance of the lowest energy of $H$ below $\hbar\omega/2$, the lowest energy without the ion. Spin adds the same energy to both and is dropped. Write $L=\ln g$, and let $\gamma$ be Euler's constant and $\psi$ the digamma function.

**Theorem.** Let $E_{ad}=R\lambda^2$ be the ground-state binding in the adiabatic equation

$$-\frac{\hbar^2}{2m}f''-\frac{e^2}{4\pi\varepsilon l}\sqrt{\frac{\pi}{2}}\;e^{z^2/2l^2}\,\mathrm{erfc}\!\left(\frac{|z|}{\sqrt2\,l}\right)f=-E_{ad}f. \tag{1}$$

Then, as $g\to\infty$,

$$\lambda+2\ln\lambda+2\psi(1-1/\lambda)+3\gamma+\ln2=L+o(1), \tag{2}$$

and both $E_{ad}/(RL^2)$ and $E_b/(RL^2)$ tend to 1.

## The adiabatic equation

**Lemma 1.** The transverse energies are $\hbar\omega(n+\tfrac12)$. The lowest level is spanned by $\varphi_M\propto\rho^Me^{-iM\theta}e^{-\rho^2/4l^2}$, $M=0,1,2,\dots$

*Proof.* Let $\boldsymbol\pi=\mathbf p+e\mathbf A$. Then $[\pi_x,\pi_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB$. With $D=\pi_x-i\pi_y$ this gives $[D,D^\dagger]=2\hbar eB$ and $D^\dagger D=\pi_x^2+\pi_y^2-\hbar eB$, so the transverse energy is $D^\dagger D/2m+\hbar\omega/2$, a harmonic oscillator. Its lowest level obeys $D\phi=0$. For $w=x-iy$ this reads $2\hbar\,\partial_{\bar w}\phi+\tfrac12eBw\phi=0$, so $\phi=F(w)e^{-\rho^2/4l^2}$ with $F$ analytic. Powers of $w$ give the $\varphi_M$. ∎

When $\hbar\omega$ far exceeds the binding, the transverse motion should stay in this level. Insert $\Psi=\varphi_0(\rho)f(z)$ with $\varphi_0=e^{-\rho^2/4l^2}/\sqrt{2\pi l^2}$ into the energy functional:

$$\langle H-E\rangle=\int\!\left[\frac{\hbar^2}{2m}|f'|^2+\left(V+\frac{\hbar\omega}2-E\right)|f|^2\right]dz .$$

Variation of $f^*$ gives $-(\hbar^2/2m)f''+Vf=(E-\hbar\omega/2)f$, where $V$ is the Coulomb energy averaged over $|\varphi_0|^2$. With $u=\sqrt{\rho^2+z^2}$, $u\,du=\rho\,d\rho$,

$$V=-\frac{e^2}{4\pi\varepsilon}\int_0^\infty\!\frac{\rho\,d\rho}{l^2}\frac{e^{-\rho^2/2l^2}}{\sqrt{\rho^2+z^2}}
=-\frac{e^2}{4\pi\varepsilon l^2}e^{z^2/2l^2}\!\int_{|z|}^\infty\! e^{-u^2/2l^2}du .$$

The last integral is $l\sqrt{\pi/2}\,\mathrm{erfc}(|z|/\sqrt2l)$, which proves (1). The potential is finite at the ion and becomes $-e^2/(4\pi\varepsilon|z|)$ for $|z|\gg l$.

From here lengths are in $a$ and energies in $R$. Put $\ell=l/a=g^{-1/2}$, so $\ln(1/\ell)=L/2$. Equation (1) becomes

$$f''=(\lambda^2-2v)f,\qquad v(z)=\left\langle(\rho^2+z^2)^{-1/2}\right\rangle, \tag{3}$$

where $t=\rho^2/2\ell^2$ has probability density $e^{-t}$. For $\varphi_M$ the density is $t^Me^{-t}/M!$. The chance that $t>T$ is then $\sum_{k\le M}T^ke^{-T}/k!$, which rises with $M$; the average of a decreasing function of $t$ therefore falls. Hence $v_M\le v_0=v$.

## The adiabatic energy controls the full one

**Lemma 2.** For $g>3$ let $\delta=1/(\sqrt{g/3}-1)$. Then

$$E_{ad}(g)\le E_b(g)\le(1+\delta)^2E_{ad}\!\left(\frac{g}{(1+\delta)^2}\right)\le(1+\delta)^2E_{ad}(g).$$

*Proof.* The left inequality is the variational principle. For the right one let $h_0$ be the kinetic operator in the field, $P$ the projector on the lowest Landau level and $Q=1-P$. They commute with $h_0$. Since $2/r$ is positive, the Cauchy inequality bounds its cross terms, giving

$$\left\langle\tfrac2r\right\rangle_\Psi\le(1+\delta)\left\langle\tfrac2r\right\rangle_{P\Psi}+\left(1+\tfrac1\delta\right)\left\langle\tfrac2r\right\rangle_{Q\Psi}.$$

On $Q$ we have $h_0\ge3g$, because $\hbar\omega=2g$. Thus $h_0-g\ge\tfrac13h_0+g$: the difference is $\tfrac23h_0-2g\ge0$. For $\Psi=|\Psi|e^{i\chi}$,

$$\left|\left(\nabla+\tfrac{ie}{\hbar}\mathbf A\right)\Psi\right|^2=\big|\nabla|\Psi|\big|^2+|\Psi|^2\left|\nabla\chi+\tfrac e\hbar\mathbf A\right|^2\ge\big|\nabla|\Psi|\big|^2,$$

so a magnetic field cannot lower the kinetic energy below that of $|\Psi|$. With $K=1+1/\delta=\sqrt{g/3}$, the operator $\tfrac13h_0-2K/r$ therefore lies above the ground energy of $-\tfrac13\nabla^2-2K/r$, which is $-3K^2=-g$. The $Q$ part, measured from the edge $g$, is nonnegative.

In the $P$ part expand in $\varphi_Mf_M(z)$. Axial symmetry removes terms between different $M$, and $v_M\le v$, so this part lies above the lowest energy of $-d^2/dz^2-2Zv$ with $Z=1+\delta$. Under $z=y/Z$ this operator becomes $Z^2[-d^2/dy^2-2v_{Z\ell}(y)]$, since $v_\ell(y/Z)=Zv_{Z\ell}(y)$. The length $Z\ell$ belongs to $g/Z^2$. The last inequality holds because $v$ increases when $\ell$ shrinks. ∎

As $g\to\infty$, $\delta\to0$, so $E_b/E_{ad}\to1$.

## The squared logarithm

**Lemma 3.** Let $I(z)=\int_0^zv\,dz'$ and $c_0=\tfrac12(\ln2+\gamma)$. Then

$$0\le I(z)-\ln(z/\ell)-c_0\le\ell^2/(2z^2).$$

*Proof.* Integration of (3) gives $I=\langle\mathrm{arsinh}(z/\rho)\rangle$. Also

$$\mathrm{arsinh}\,x-\ln2x=\ln\frac{1+\sqrt{1+x^{-2}}}2\in\left[0,\frac1{4x^2}\right].$$

Finally $\langle\rho^2\rangle=2\ell^2$ and $\langle\ln\rho\rangle=\ln\ell+\tfrac12\ln2+\tfrac12\langle\ln t\rangle$ with $\langle\ln t\rangle=-\gamma$. ∎

**Lemma 4.** $L^2-4L\ln L-8L\le\lambda^2\le(L+2c_0+\ell^2)^2+2$.

*Proof.* For the lower bound take $f=\sqrt\kappa e^{-\kappa|z|}$. Its kinetic energy is $\kappa^2$, and its attraction is $4\kappa\int_0^\infty ve^{-2\kappa z}dz$. Use $e^{-2\kappa z}\ge1-2\kappa z$ on $0<z<1/\kappa$ and $zv\le1$: the integral is at least $I(1/\kappa)-2\ge L/2-\ln\kappa-2$. Hence $\lambda^2\ge-\kappa^2+4\kappa(L/2-\ln\kappa-2)$; set $\kappa=L$.

For the upper bound let $\|f\|=1$ and $x=\|f'\|$. Writing $f^2(z)$ as the integral of $2ff'$ from either end and adding gives $f^2\le x$. Since $v\le1$ for $|z|>1$,

$$\int(f'^2-2vf^2)\,dz\ge x^2-4I(1)x-2\ge-4I(1)^2-2,$$

and Lemma 3 gives $2I(1)\le L+2c_0+\ell^2$. ∎

Dividing by $L^2$ proves $E_{ad}/(RL^2)\to1$, and Lemma 2 carries this to $E_b$. One logarithm comes from the area of the Coulomb well, cut off at $\ell$. A shallow one-dimensional well binds in proportion to the square of its area, which supplies the second.

## The constant under the logarithm

*Inner region.* The ground state is even and positive. Since $v$ falls with $z$, $f$ is first concave, then convex and decaying, so it decreases for $z>0$. Normalize $f(0)=1$ and take $z\le z_1=\sqrt\ell$. From (3), $|f'|\le2I+\lambda^2z=O(L)$, so $1-f=O(z_1L)$ and

$$\frac{f'}{f}=-2I+O(z_1L^2)\quad\Rightarrow\quad \frac{f'(z_1)}{f(z_1)}=-2\left[\ln\frac{z_1}\ell+c_0\right]+o(1). \tag{4}$$

*Outer region.* Replace $v$ by $1/z$ and set $x=2\lambda z$, $\nu=1/\lambda<1$. The equation is $W''=(\tfrac14-\nu/x)W$, with decaying solution

$$W=xe^{-x/2}J,\qquad J=\int_0^\infty e^{-xt}G\,dt,\qquad G=(1+1/t)^\nu .$$

To verify it, insert $W$; the requirement is $xJ''+(2-x)J'-(1-\nu)J=0$. Its left side is $\int e^{-xt}[x(t^2+t)-2t-1+\nu]G\,dt$. Partial integration turns the first term into $\int e^{-xt}[(t^2+t)G]'dt$, and $(t^2+t)G'=-\nu G$ makes the sum vanish.

For small $x$, $xJ=1+x\int e^{-xt}(G-1)dt$. At large $t$, $G-1\simeq\nu/t$, so this integral is $-\nu\ln x-\nu\gamma+K_0+o(1)$, where

$$K_0=\lim_{T\to\infty}\left[\int_0^T(G-1)dt-\nu\ln T\right].$$

With $s=t/(1+t)$ and $S=T/(1+T)$,

$$\int_0^S\frac{s^{-\nu}-1}{(1-s)^2}ds=\left[\frac{s(s^{-\nu}-1)}{1-s}\right]_0^S+\nu\int_0^S\frac{s^{-\nu}}{1-s}ds .$$

The bracket tends to $\nu$. The last integral is $\ln(1+T)+\int_0^S(s^{-\nu}-1)/(1-s)\,ds$, whose second part tends to $-\psi(1-\nu)-\gamma$ by the integral formula for the digamma function. Thus $K_0=\nu[1-\psi(1-\nu)-\gamma]$, and

$$W=1-\frac x2-\nu x[\ln x+\psi(1-\nu)+2\gamma-1]+o(x).$$

The differential equation gives $W'$ the form constant $-\nu\ln x+o(1)$, so this may be differentiated. Multiplying by $dx/dz=2\lambda$,

$$\frac{1}{W}\frac{dW}{dz}=-\lambda-2[\ln(2\lambda z)+\psi(1-1/\lambda)+2\gamma]+O(zL^2). \tag{5}$$

*Joining.* Replacing $v$ by $1/z$ beyond $z_1$ is harmless. Indeed $0\le1/z-v\le\langle\rho^2\rangle/2z^3=\ell^2/z^3$, and with primes now meaning $d/dz$, $(f'W-fW')'=2(1/z-v)fW$. For large $g$, (5) is negative at $z_1$, since $\lambda\simeq L$ while $-2\ln z_1=L/2$. Hence $W$, like $f$, decreases beyond $z_1$. Integrating to infinity, the two logarithmic slopes at $z_1$ differ by at most $\int_{z_1}^\infty2\ell^2z^{-3}dz=\ell^2/z_1^2=\ell$.

Equating (4) and (5) and changing signs,

$$2\ln z_1+L+\ln2+\gamma=\lambda+2\ln2+2\ln\lambda+2\ln z_1+2\psi(1-1/\lambda)+4\gamma+o(1).$$

The joining point cancels and (2) remains. Its left side has derivative $1+2/\lambda+2\psi'(1-1/\lambda)/\lambda^2>1$ and runs from $-\infty$ to $\infty$ on $\lambda>1$. The root is unique, and its error does not exceed that of the equation. ∎

For large $\lambda$, $\psi(1-1/\lambda)=-\gamma-\pi^2/(6\lambda)+\dots$ With $c=\gamma+\ln2$, (2) becomes $\lambda=L-2\ln\lambda-c+\pi^2/(3\lambda)+\dots$ One iteration, with $\ln\lambda\simeq\ln L-(2\ln L+c)/L$, yields

$$\lambda=L-2\ln L-c+\frac{4\ln L+2c+\pi^2/3}{L}+\dots \tag{6}$$

**Remark: orbits farther out.** For $\varphi_M$, $\langle\ln t\rangle=\psi(M+1)$ replaces $-\gamma$. The same matching gives (2) with $3\gamma$ replaced by $4\gamma+\psi(M+1)$. Each fixed $M$ has the same leading $L^2$ law, but $\lambda_0-\lambda_M\to1+\tfrac12+\dots+1/M$. To leading order as $g\to\infty$, the first such excitation therefore lies $2RL$ above the ground state. This limit too is slow: in the adiabatic equation the gap is $28.0R$ at $g=10^{10}$, where $2RL=46.1R$, and only $1.60R$ for the donor treated below, where $2RL=6.9R$.

## How slowly the limit is reached

Direct integration of (3) gives:

| $g$ | $\lambda$ | $\lambda^2/L^2$ |
|---|---:|---:|
| $10^4$ | 5.316 | 0.333 |
| $10^{20}$ | 37.616 | 0.667 |
| $10^{100}$ | 218.232 | 0.898 |
| $10^{300}$ | 676.476 | 0.959 |

These fields test the mathematics of (1), not the donor treated below, for which even $g=10^4$ would need about 1600 T. Equation (6) explains the slowness at the larger fields: the ratio is $1-4\ln L/L+\dots$ These two terms alone fail at $g=10^4$, where they give 0.04. At $g=10^{300}$, $\lambda-(L-2\ln L-c)$ is 0.0467, against 0.0463 from the last term of (6).

Equation (2) is far better than the bare logarithm. At $g=10^4$ it gives $\lambda=5.3186$ against the direct 5.3161, and at $10^{10}$ the difference is $2\times10^{-5}$. The difference changes sign between $10^4$ and $10^6$, so (2) is not a bound.

A variational calculation with anisotropic Gaussians for the full $H$ gives bindings of $7.580R$ at $g=100$ and $28.282R$ at $g=10^4$. The adiabatic values are $7.494R$ and $28.261R$. Admixture of higher Landau levels thus raises $\lambda$ by about 0.016 and 0.002 respectively.

## A donor at 5 T

Take $m=0.014$ electron masses, relative permittivity 17 and $B=5$ T. Then $a=64.26$ nm, $l=11.47$ nm, $R=0.6591$ meV and $\hbar\omega=41.35$ meV, so

$$g=\frac{41.35}{2\times0.6591}=31.37,\qquad L=3.446 .$$

Equation (1) has $\lambda=2.246$, hence $E_{ad}=0.6591\times2.246^2=3.325$ meV. The full variational binding is 3.40 meV, or 39.5 K in temperature units; enlarging its basis moved it by 0.0007 meV. The adiabatic value is 2.3% below it. Lemma 2 confirms the adiabatic value as a lower bound; its upper bound, 5.35 meV, is much looser.

The asymptotic formulas do worse at this modest $L$. Equation (2) gives 3.87 meV, 14% above the full result, and $RL^2$ gives 7.83 meV, too large by a factor 2.3. The guess $e^2/(4\pi\varepsilon l)=2R\sqrt g$ gives 7.4 meV. For this donor, equation (1) should be solved numerically; its logarithmic limit describes the trend at much larger $g$.

These parameters are rough values in the regime of n-type indium antimonide; the numbers are model results, not measurements. The effective-mass description also needs $l$ well above the lattice spacing. Even $l=1$ nm would mean $g\simeq4100$, so the bare $L^2$ regime lies outside the reach of such a donor.

The neglected effects have these sizes, with rough material inputs:

- **Nonparabolic band.** For $E(1+E/E_g)=\hbar^2k^2/2m$, the mass at energy $E$ is $m(1+2E/E_g)$. With $E=\hbar\omega/2$ and a gap $E_g=0.23$ eV it rises by the factor 1.18. Used for the motion along the field, this raises $E_{ad}$ by 4.9%. The choice of $E$ is on the high side: the band relation itself and the spin splitting quoted below both lower the level, and with them the rise is about 3%.
- **Lattice response.** The phonon energy, about 24 meV, is below $\hbar\omega$, so static screening is doubtful for the transverse motion. As a trial of weaker screening, replacing 17 by an assumed high-frequency value of 15.7 raises $E_{ad}$ by about 11%. With the same assumed value the polaron self-energy scale is about 0.3 meV; it shifts the free edge too, and the difference is not calculated here.
- **Ion core.** An extra attraction of 1 eV within 0.3 nm shifts the level by an amount of order 0.005 meV in first order. This estimate takes $f=\sqrt\kappa e^{-\kappa|z|}$ as a rough stand-in for the true orbit, so that the density at the ion is $\kappa/(2\pi l^2)$; the solution of (1) gives about half this density. Here $1/\kappa=\hbar/\sqrt{2mE_b}=28.3$ nm.
- **Other donors.** At $10^{14}$ cm$^{-3}$ the radius of the volume per donor is 134 nm. The Coulomb energy at that distance is 0.63 meV, 19% of the binding. This is the largest entry, and it measures possible disorder, not a uniform shift.
- **Temperature.** At 4.2 K, $k_BT=0.362$ meV. The spin splitting, 14.5 meV for a $g$-factor of magnitude 50, leaves one spin state. For donor density $N$, free density $n$ and no compensation, thermal equilibrium gives
$$\frac{n^2}{N-n}=\frac1{2\pi l^2}\sqrt{\frac{mk_BT}{2\pi\hbar^2}}\;e^{-E_b/k_BT}.$$
The first factor counts orbits per area, the second the thermal states along $z$. With the model binding, roughly 6% of the donors are ionized; the exponential makes this figure sensitive to errors in $E_b$. Counting the bound states with $M>0$ would lower this fraction.
- **Electric field.** For a field $F$ along $\mathbf B$, the tunnelling exponent through a triangular barrier is $2\int\sqrt{2m(E_b-eFz)}\,dz/\hbar=4\kappa E_b/(3eF)$. At 1 V/cm it is about 1600, so tunnelling is negligible. The triangle omits the ion's attraction. At 1 V/cm this attraction lowers the exponent only by about 10, but at larger fields it removes the barrier along the field altogether: at $\pi\varepsilon E_b^2/e^3\simeq340$ V/cm for a point charge, and at about 360 V/cm for the averaged potential in (1), both with the full binding 3.40 meV (with $E_{ad}$ the averaged potential gives about 345 V/cm). Impact ionization by heated carriers is a separate process and may set in at much lower fields.

The numerical output below lists the main values used here.

## Computed results

```
potential-integral constant = 0.635182
direct and matched lambda (dimensionless):
  g=1e+04: direct 5.316085, matched 5.318647
  g=1e+06: direct 8.648160, matched 8.647083
  g=1e+08: direct 12.397739, matched 12.397556
  g=1e+10: direct 16.374470, matched 16.374449
direct approach to the squared logarithm (dimensionless):
  g=1e+04: E_b/(R ln^2 g) = 0.3331
  g=1e+20: ln g 46.052, lambda 37.616, ratio 0.6672
  g=1e+100: ln g 230.259, lambda 218.232, ratio 0.8983
  g=1e+300: ln g 690.776, lambda 676.476, ratio 0.9590
expansion remainder at last g = 0.04670, next term 0.04630
weak-field check, g=0.2: total energy = -0.98070 R
three-dimensional comparison, energies in R:
  g=31.37: adiabatic 5.0445, full 5.1617, upper bound 8.1119, basis shift 0.00102
  g=100.00: adiabatic 7.4937, full 7.5795, upper bound 9.6532, basis shift 0.00066
  g=10000.00: adiabatic 28.2608, full 28.2819, upper bound 29.0143, basis shift 0.00016
Landau-mixing gain in lambda: 0.02594, 0.01562, 0.00199
example: mass = 0.014 m_e, eps_r = 17.0, B = 5.0 T
effective Bohr radius = 64.26 nm
magnetic length = 11.47 nm
effective Rydberg = 0.6591 meV
cyclotron energy = 41.35 meV
g = 31.365, ln g = 3.4457, adiabatic lambda = 2.2460
adiabatic binding = 3.325 meV
full variational binding = 3.402 meV = 39.5 K
basis-enlargement shift = 0.00068 meV
upper bound on binding = 5.347 meV
matched-law binding = 3.873 meV
bare ln^2 estimate = 7.825 meV
decay length along field = 28.28 nm
rough inputs: gap 0.23 eV, eps_inf 15.7, phonon 24 meV, |g-factor| 50
nonparabolic mass: factor 1.180, binding change 4.9 %
high-frequency screening limit: binding change 10.8 %
polaron self-energy scale = 0.329 meV
core model: 1.0 eV inside 0.3 nm, shift 0.00483 meV
donor density = 1.0e+14 cm^-3, spacing radius 133.7 nm
neighbour Coulomb energy = 0.634 meV
temperature = 4.2 K, thermal energy = 0.362 meV
spin splitting = 14.47 meV
ionized fraction, ground level only = 5.54 %
probe field = 1.0 V/cm, tunnelling exponent = 1604
field scale for ionization = 1203 V/cm
```
